# The radial equation on a logarithmic grid, prepared for Numerov integration, part 2

The problem is to find the bound states of one electron in a central potential \(V(r)\), using Numerov's three-point formula on a logarithmic grid. The algebra is in atomic units: lengths in bohr, energies in hartree, and \(\hbar=m_e=e=1\). The orbital is \(R(r)\) times a spherical harmonic of angular momentum \(l\), and \(u=rR\) obeys

\[
\frac{d^2u}{dr^2}=\left[\frac{l(l+1)}{r^2}+2(V-E)\right]u . \tag{1}
\]

Put \(r=e^x\) and \(u=r^{1/2}\phi\), and let a prime mean \(d/dx\). Multiplying (1) by \(r^{3/2}\) then gives an equation without a first derivative:

\[
\boxed{\;\phi''=g\,\phi,\qquad
g(x)=(l+\tfrac12)^2+2r^2(V-E),\qquad r=e^x\;} \tag{3}
\]

A bound \(\phi\) decays at both ends. Its normalization and mean radius are

\[
\int_0^\infty u^2dr=\int_{-\infty}^{\infty}r^2\phi^2dx=1,
\qquad
\langle r\rangle=\int_{-\infty}^{\infty}r^3\phi^2dx . \tag{4}
\]

Near a point nucleus of charge \(Z\), the series that supplies the two starting values is

\[
\phi\simeq r^{l+1/2}\left(1-\frac{Zr}{l+1}\right). \tag{5}
\]

For a bare nucleus, \(V=-Z/r\), changing \(Z\) shifts \(\phi\) along \(x\) without changing its width there.

The grid has a uniform step \(h\) in \(x\), so the spacing in \(r\) is about \(hr\). Its outer end is \(x_{\max}\), where \(r=r_{\max}\). In the examples it runs from 0.00001 to 20 angstrom, with 400 intervals unless stated otherwise. Subscripts \(\pm\) denote values at \(x\pm h\). With \(F=\phi''=g\phi\), Taylor expansion gives

\[
\phi_+-2\phi+\phi_-=\frac{h^2}{12}(F_++10F+F_-)
+h^6\left(\frac1{360}-\frac1{144}\right)\phi^{(6)}+\dots
\]

Dropping the remainder and setting \(t=h^2g/12\) gives Numerov's formula:

\[
(1-t_+)\phi_+=(2+10t)\phi-(1-t_-)\phi_- . \tag{7}
\]

### From the formula to an energy

Start at the inner end with the two values from the series and integrate outward to \(x_{\max}\), where a bound state is required to vanish. For most energies it does not. Counting the zeros of the outward solution tells on which side of the eigenvalue the trial energy lies.

To see why, let \(\phi(x,E)\) be the outward solution of the continuous equation with starting values independent of \(E\), and let \(\phi_E=\partial\phi/\partial E\). Since \(\partial g/\partial E=-2r^2\), differentiating \(\phi''=g\phi\) gives \(\phi_E''=g\phi_E-2r^2\phi\). Therefore

\[
(\phi\phi_E'-\phi'\phi_E)'=\phi\phi_E''-\phi''\phi_E=-2r^2\phi^2 .
\]

Integrate from the start, where \(\phi_E=\phi_E'=0\), to a zero \(x_0\) of \(\phi\). There the first term on the left vanishes, so \(\phi'\phi_E=2\int r^2\phi^2dx\). A zero moves so that \(\phi'dx_0+\phi_EdE=0\), hence

\[
\frac{dx_0}{dE}=-\frac{\phi_E}{\phi'}
=-\frac{2}{(\phi')^2}\int^{x_0}r^2\phi^2dx<0 .
\]

Zeros move inward as the energy rises, and new ones enter at \(x_{\max}\). Each entry is an eigenvalue of the problem with a wall at \(x_{\max}\). For the state with \(n_r\) interior nodes, a count larger than \(n_r\) means that \(E\) is too high. Bisection then closes in on the eigenvalue.

The same formula gives the effect of the wall. Moving the wall outward lowers the eigenvalue, so a finite \(r_{\max}\) raises the energy. Inverting the formula, \(dE/dx_{\max}=-(\phi')^2/(2\int r^2\phi^2dx)\) with \(\phi'\) taken at the wall. The shift is therefore negligible when the state without a wall has already decayed at \(r_{\max}\), because the slope there is then tiny.

### A limit on the step at the outer edge

The count must not be spoiled by the discretization. Put \(y=(1-t)\phi\); then (7) becomes

\[
y_++y_-=\frac{2+10t}{1-t}\,y .
\]

Consider a constant \(g>0\). For \(0<t<1\) the factor on the right exceeds 2, and the growing solution keeps its sign, as the true one does. For \(t>1\) the factor is negative, and the growing solution changes sign at every point, which produces false nodes. The condition is \(t<1\), or \(h^2g<12\).

At large \(r\) with \(E<0\), \(g\simeq2|E|r^2\), and the condition becomes

\[
hr_{\max}\sqrt{2|E|}<\sqrt{12}\simeq3.46 .
\]

It limits the spacing \(hr\) at the outer edge in units of the decay length \(1/\sqrt{2|E|}\). The deepest trial energy in the search is the most demanding one. Meeting the condition prevents false nodes where \(g>0\). Where \(g<0\) there is a second limit: for \(t<-\tfrac12\), or \(h^2g<-6\), the factor falls below \(-2\) and the solution again changes sign at every point, so the count is reliable only well inside that limit. On the grids used below, \(h^2|g|\) stays far smaller than 6 wherever \(g<0\). Accuracy is a separate matter.

### The wave function needs two integrations

Beyond the outer turning point one solution decays and the other grows. A tiny error in \(E\), or rounding, contains some of the growing one, which takes over in an outward integration. The energy from the node count is still good, but the tail is not. The tail is therefore integrated inward from \(x_{\max}\), a direction in which the wanted solution is the growing one. The two pieces are scaled to agree at the outermost point with \(g<0\), and the whole is normalized. At a correct energy formula (7) also holds across the joint, and the program tests this.

### How large is the energy error?

Let \(\tilde\phi\) be a smooth function through the numerical values, \(\tilde E=E+\delta E\) the numerical energy, and \(\tilde g=g-2r^2\delta E\). Formula (7) holds for \(\tilde\phi\) without remainder. Expanding both of its sides in powers of \(h\), with \(\tilde F=\tilde g\tilde\phi\), and dividing by \(h^2\) gives

\[
\tilde\phi''+\frac{h^2}{12}\tilde\phi^{(4)}+\frac{h^4}{360}\tilde\phi^{(6)}
=\tilde F+\frac{h^2}{12}\tilde F''+\frac{h^4}{144}\tilde F^{(4)}+\dots
\]

To this order the solution is \(\tilde F=\tilde\phi''-(h^4/240)\tilde\phi^{(6)}\): the terms in \(h^2\) agree, and those in \(h^4\) require \(1/360=-1/240+1/144\), which is true. So the numerical solution obeys

\[
(g-2r^2\delta E)\tilde\phi=\tilde\phi''-\frac{h^4}{240}\tilde\phi^{(6)} .
\]

Multiply by the true \(\phi\) and integrate. Two integrations by parts give \(\int\phi\tilde\phi''dx=\int\phi''\tilde\phi\,dx=\int g\phi\tilde\phi\,dx\), which cancels the first term on the left. In what remains, \(\tilde\phi\) may be replaced by \(\phi\) at leading order, and \(\int r^2\phi^2dx=1\):

\[
2\,\delta E=\frac{h^4}{240}\int\phi\,\phi^{(6)}dx .
\]

Three further integrations by parts move three derivatives to the left factor, each with a minus sign. The boundary terms vanish, and

\[
\delta E=-\frac{h^4}{480}\int(\phi''')^2dx . \tag{8}
\]

At leading order the numerical energy lies below the true one, and halving \(h\) reduces the error sixteenfold. A Numerov energy is thus no variational upper bound.

### Limit: the bare nucleus, by hand

For the bare 1s state put \(\rho=Zr\). The normalized function is \(u=2Z^{3/2}re^{-Zr}\), so \(\phi=2Z\rho^{1/2}e^{-\rho}\). It obeys \(\phi'=(\tfrac12-\rho)\phi\) and \(\phi''=(\tfrac14-2\rho+\rho^2)\phi\). Another derivative, with \(\rho'=\rho\), gives

\[
\phi'''=\left[-2\rho+2\rho^2+(\tfrac14-2\rho+\rho^2)(\tfrac12-\rho)\right]\phi
=P\phi,
\]
\[
P=\tfrac18-\tfrac{13}4\rho+\tfrac92\rho^2-\rho^3 .
\]

Since \(dx=d\rho/\rho\), the integral in (8) is \(4Z^2\int_0^\infty P^2e^{-2\rho}d\rho\). The square is

\[
P^2=\tfrac1{64}-\tfrac{13}{16}\rho+\tfrac{187}{16}\rho^2-\tfrac{59}2\rho^3+\tfrac{107}4\rho^4-9\rho^5+\rho^6 .
\]

With \(\int_0^\infty\rho^ne^{-2\rho}d\rho=n!/2^{n+1}\), the terms add up to \(61/128\). Hence

\[
\int(\phi''')^2dx=\frac{61}{32}Z^2,\qquad
\delta E_{1s}=-\frac{61}{15360}Z^2h^4 .
\]

Relative to \(|E|=Z^2/2\) the error does not depend on \(Z\), in agreement with the shift along \(x\) found earlier.

For \(Z=2\) and 400 intervals, \(h=0.036272\) and \(h^4=1.731\times10^{-6}\). The formula gives \(-2.75\times10^{-8}\) hartree, or \(-7.48\times10^{-7}\) eV. The program finds \(-7.484\times10^{-7}\) eV, measured from the exact energy \(-54.4228\) eV. With 800 intervals the error is 16.00 times smaller. The 2s and 2p states pass the same tests of (8) and of the fourth power.

### Worked example: a screened nucleus

Now let

\[
V(r)=-\frac Zr\,e^{-r/d},\qquad Z=2,\quad d=2\ \text{angstrom}.
\]

These are round parameters of a one-electron model, not a description of a particular atom. Near the nucleus \(V=-Z/r+Z/d+\dots\), so the starting series applies. The grid runs from 0.00001 to 20 angstrom.

Since \(V\ge-Z/r\), no level of given \(l\) lies below the lowest bare one, \(-Z^2/[2(l+1)^2]\). The search starts 5 percent deeper, at \(-2.1\) hartree for \(s\) states. With \(r_{\max}=20/0.529177=37.79\) bohr, the largest value of \(h^2g\) is about \(0.0013157\times4.2\times37.79^2\simeq7.89\), below the limit of 12.

| State | Energy (eV) | Mean radius (angstrom) |
|---|---:|---:|
| 1s | −41.3443 | 0.4029 |
| 2s | −3.7361 | 1.8363 |
| 2p | −3.1729 | 1.5817 |

The 1s energy is \(-1.51938\) hartree. Going from 400 to 800 intervals changes the energies by about \(10^{-6}\) eV or less. As an independent test, the original equation in \(r\) was diagonalized in a Laguerre basis; energies and mean radii agree to all the digits in the table.

The wall at 20 angstrom is harmless even for 2p, the weakest bound of the three. Its decay constant is \(\sqrt{2\times3.1729/27.2114}=0.483\) per bohr, so the exponential factor in the density at the wall is \(e^{-2\times0.483\times37.79}\), about \(10^{-16}\).

### One step with its numbers

Take the 1s state on the grid of 400 intervals, near 0.25 angstrom. At the middle point \(r=0.248295\) angstrom, or 0.46921 bohr. There \(V=-3.7648\) hartree, so \(V-E=-2.2455\) hartree, and

\[
g=0.25+2(0.46921)^2(-2.2455)=-0.7387 .
\]

The three values of \(t=h^2g/12\) are \(-8.04247\times10^{-5}\), \(-8.09895\times10^{-5}\) and \(-8.13219\times10^{-5}\). The two known values of \(\phi\), in inverse angstrom, are 2.884944 and 2.841845. Formula (7) gives

\[
\phi_+=\frac{1.99919011\times2.841845-1.00008042\times2.884944}{1.00008132}
=2.795985 .
\]

The Laguerre function at the same point, computed without the grid recurrence, also gives 2.795985. The program compares the two functions over the whole grid.

### Limit: switching the screening off

A first-order estimate shows whether the energies make sense. Use the bare 1s function in the screened potential. Its kinetic energy is \(Z^2/2\), and with \(\int_0^\infty re^{-br}dr=1/b^2\),

\[
E_{1s}\simeq\frac{Z^2}2-Z\int_0^\infty4Z^3re^{-(2Z+1/d)r}dr
=\frac{Z^2}2-\frac{4Z^4}{(2Z+1/d)^2}.
\]

For \(d\to\infty\) this returns \(-Z^2/2\). Here \(1/d=0.26459\) per bohr, and the estimate is \(2-64/(4.26459)^2=-1.51905\) hartree. It lies 0.0003 hartree above the numerical value, on the side required of an expectation value in a trial function for the lowest state.

The bare 2s and 2p levels coincide. On the grid of 800 intervals they differ by \(4.6\times10^{-8}\) eV, which is the difference of their discretization errors. With screening the gap is 0.563 eV, with 2s lower. First-order perturbation theory explains the sign. The bare densities are

\[
u_{2s}^2=\frac{Z^3}2r^2\left(1-\frac{Zr}2\right)^2e^{-Zr},\qquad
u_{2p}^2=\frac{Z^5}{24}r^4e^{-Zr}.
\]

Let \(b=Z+1/d\) and \(q=Z/b\). Using \(\int_0^\infty r^ne^{-br}dr=n!/b^{n+1}\),

\[
\left\langle\frac{e^{-r/d}}r\right\rangle_{2s}=\frac Z2q^2\left(1-2q+\tfrac32q^2\right),\qquad
\left\langle\frac{e^{-r/d}}r\right\rangle_{2p}=\frac Z4q^4 .
\]

Each level changes by \(-Z\) times its average plus a bare attraction that is the same for both. The gap is therefore \(Z\) times the difference of the averages:

\[
E_{2p}-E_{2s}\simeq Z^2q^2\left(\tfrac12-q+\tfrac12q^2\right)
=\frac{Z^2}2q^2(1-q)^2 .
\]

It vanishes for \(q=1\), the bare nucleus, and is positive for any finite \(d\). The origin of the sign is clearest for weak screening. The change of the potential is \(Z(1-e^{-r/d})/r=Z/d-Zr/(2d^2)+\dots\). The constant raises both levels equally, and the next term lowers each by \(Z\langle r\rangle/(2d^2)\). The bare densities give \(\langle r\rangle=6/Z\) for 2s and \(5/Z\) for 2p, so the gap tends to \(1/(2d^2)\), which is also the limit of the formula above when \(1-q\simeq1/(Zd)\). For the present parameters \(q=2/2.26459=0.88316\), and the estimate is 0.0213 hartree, or 0.58 eV, about 3 percent above the computed gap. The remainder comes from the response of the orbitals, which first order leaves out. That response is not small for each level alone. Adding the kinetic energy \(Z^2/8\) to \(-Z\) times the averages above gives \(-3.53\) eV for 2s and \(-2.95\) eV for 2p, which lie 0.21 and 0.22 eV above the values in the table. The gap comes out well because these two errors nearly cancel.

### Equations with a source

Some radial problems add a known function \(w(r)\) to the right side of the equation for \(u\). Multiplication by \(r^{3/2}\), as in the derivation of \(g\), gives

\[
\phi''=g\phi+r^{3/2}w .
\]

There is still no first derivative, and Numerov's step goes through with \(F=g\phi+r^{3/2}w\). If the original equation contains a term in \(du/dr\), the power \(r^{1/2}\) no longer removes the first derivative in general, and another factor must be found before (7) can be used.

## Computed values

```
Hartree energy: 27.211386 eV
Bohr radius: 0.52917721 angstrom
Nuclear charge Z: 2
Screening length d: 2.0 angstrom
Grid range: 0.00001 to 20.0 angstrom
400 intervals: step h = 0.036272 (no unit)
800 intervals: step h = 0.018136 (no unit)
400 intervals, first spacing about 3.627e-07 angstrom
400 intervals, last spacing about 0.725 angstrom
400 intervals, points below 0.1 angstrom: 254
400 intervals, largest h^2 g in the s search: 7.893 (limit 12, no unit)
Bare 1s: exact -54.4227725 eV, Numerov 400: -54.4227732 eV
  errors 400, 800: -7.484e-07, -4.678e-08 eV; ratio 16.00
  error law for 400: -7.482e-07 eV
Bare 2s: exact -13.6056931 eV, Numerov 400: -13.6056942 eV
  errors 400, 800: -1.109e-06, -6.929e-08 eV; ratio 16.01
  error law for 400: -1.109e-06 eV
Bare 2p: exact -13.6056931 eV, Numerov 400: -13.6056935 eV
  errors 400, 800: -3.697e-07, -2.310e-08 eV; ratio 16.01
  error law for 400: -3.695e-07 eV
Screened 1s: Numerov 400: -41.344313, 800: -41.344312 eV
  Laguerre basis: -41.344312 eV
  mean radius, Numerov: 0.402891, Laguerre: 0.402891 angstrom
Screened 2s: Numerov 400: -3.736078, 800: -3.736078 eV
  Laguerre basis: -3.736078 eV
  mean radius, Numerov: 1.836265, Laguerre: 1.836265 angstrom
Screened 2p: Numerov 400: -3.172866, 800: -3.172865 eV
  Laguerre basis: -3.172865 eV
  mean radius, Numerov: 1.581713, Laguerre: 1.581713 angstrom
2p minus 2s, bare, 800 intervals: 4.62e-08 eV
2p minus 2s, screened, 800 intervals: 0.563212 eV
Screened 1s energy, 800 intervals: -1.51937544 hartree
One step, screened 1s, 400 intervals (phi in 1/angstrom):
  previous: r = 0.239451 angstrom, g = -0.733561, t = -8.04246618e-05
  middle: r = 0.248295 angstrom, g = -0.738712, t = -8.09894947e-05
  next: r = 0.257467 angstrom, g = -0.741744, t = -8.13218949e-05
  phi previous = 2.88494407
  phi middle = 2.84184481
  phi next from Numerov = 2.79598456
  phi next from Laguerre basis = 2.79598451
```
